\section*{Why Kelvin Resistance Times Contact Area Can Overstate Contact Resistivity}

\section{Result and model}

In a cross-bridge Kelvin resistor, the measured resistance multiplied by the contact area is not in general the contact resistivity. If the contact is narrower than the diffused tap beneath it, current also flows in the sheet around the contact, and the voltage tap senses part of the resulting potential drop. This leaves a positive resistance, proportional to the sheet resistance, even when the interface itself is perfect.

The diffused layer is a thin sheet of sheet resistance $R_s$. A current arm enters a square crossing from the left and a voltage arm leaves it at the top, both of width $W$. A square contact $C$ of area $A=(W-2d)^2$ is centred in the crossing, with a gap $d$ on each side. The metal is an equipotential at zero, and the interface is linear with uniform contact resistivity $r$. With $u$ the sheet potential, the interface current density is $u/r$ and the sheet current per unit width is $-\nabla u/R_s$. Current conservation gives
\begin{equation}
\nabla^2u=\frac{R_s}{r}\,u\ \text{ in }C,\qquad
\nabla^2u=0\ \text{ outside }C,
\label{sheet}
\end{equation}
with no current through the side edges. A current $I$ enters at the end of the current arm and none leaves through the voltage arm. If $V$ is the potential far along the voltage arm, the Kelvin resistance is $R_K=V/I$. These equations need no extra factors in atomic units.

\section{A counter-example}

Take $W=300$ nm, $d=50$ nm, $R_s=150\ \Omega$ per square and $r=2.00\times10^{-9}\ \Omega\,\mathrm{cm}^2$. The contact side is $300-2\times50=200$ nm, so $A=4.00\times10^{-10}\ \mathrm{cm}^2$ and
\[
\frac rA=\frac{2.00\times10^{-9}}{4.00\times10^{-10}}\ \Omega=5.00\ \Omega .
\]
A finite-element solution of \eqref{sheet} gives $R_K=14.05\ \Omega$. The apparent resistivity is therefore
\[
R_KA=14.05\times4.00\times10^{-10}
=5.62\times10^{-9}\ \Omega\,\mathrm{cm}^2,
\]
which is 2.81 times the value put in. The excess resistance is $14.05-5.00=9.05\ \Omega$, or $2.20\times10^{-3}\,\hbar/e^2$.

A better interface makes the relative error worse. With the geometry and $R_s$ held fixed:
\begin{center}
\begin{tabular}{cccc}
$r$ ($\Omega\,$cm$^2$) & $r/A$ ($\Omega$) & $R_K$ ($\Omega$) & excess ($\Omega$)\\
$10^{-10}$ & 0.25 & 6.33 & 6.08\\
$10^{-9}$ & 2.50 & 10.72 & 8.22\\
$10^{-8}$ & 25.0 & 35.6 & 10.6\\
$10^{-7}$ & 250 & 261 & 11.4
\end{tabular}
\end{center}
At $r=10^{-7}\ \Omega\,\mathrm{cm}^2$ the product $R_KA$ is about 5\% above $r$. At $10^{-10}\ \Omega\,\mathrm{cm}^2$ it is about 25 times $r$. For a perfect interface the same geometry still gives $R_K=4.69\ \Omega$.

\section{The correct general statement}

For any $r>0$,
\begin{equation}
R_K=\frac rA+R_{\rm flow},\qquad
R_{\rm flow}=\frac{V-\langle u\rangle_C}{I},
\label{split}
\end{equation}
where $\langle u\rangle_C$ is the mean potential over the contact. If $d>0$, then
\begin{equation}
R_K(r)>R_0>0,\qquad R_0=\lim_{r\to0}R_K(r),
\label{floor}
\end{equation}
and for $d\ll W$, to leading order,
\begin{equation}
R_0=c\,R_s\left(\frac dW\right)^2,\quad
c=\frac{\pi}{2K^2}=1.094,\quad
K=\int_0^{\pi/2}\!\sqrt{\sin\varphi}\,d\varphi=1.198 .
\label{small}
\end{equation}

Equations \eqref{split} and \eqref{floor} give $R_{\rm flow}>R_0-r/A$. The sheet contribution is thus proved positive whenever $r\le R_0A$. For larger $r$ this bound does not fix the sign. In the solutions computed for gaps of 10, 50 and 100 nm, each with $r=10^{-10}$, $10^{-9}$ and $10^{-7}\ \Omega\,\mathrm{cm}^2$ at the same $W$ and $R_s$, $R_{\rm flow}$ was positive in all nine cases.

\section{Proof of the split and of the floor}

\subsection{Current conservation}

Integrate \eqref{sheet} over the whole sheet. By the divergence theorem the left side is the outward flux of $\nabla u$, which is $R_sI$ at the current entrance and zero on every other edge. Hence
\[
R_sI=\frac{R_s}{r}\int_Cu\,dA
\quad\Longrightarrow\quad
\langle u\rangle_C=\frac{Ir}{A}.
\]
Adding and subtracting $\langle u\rangle_C$ in $V/I$ gives \eqref{split}. The identification $R_K=r/A$ therefore requires the tap to read the mean contact potential, and nothing in the geometry ensures that it does.

\subsection{Dependence on the interface}

Let $u_1$ be the solution for unit current fed through the current arm, and $u_2$ the solution for unit current fed through the voltage arm. Write $\langle\phi\rangle_1$ and $\langle\phi\rangle_2$ for the means of a function $\phi$ over the ends of those arms, and define
\[
B(\phi,\psi)=\frac1{R_s}\int\nabla\phi\cdot\nabla\psi\,dA
+\frac1r\int_C\phi\psi\,dA .
\]
Multiplying \eqref{sheet} by $\phi$ and integrating by parts, with the unit current spread evenly over the arm end, gives
\begin{equation}
B(u_1,\phi)=\langle\phi\rangle_1,\qquad
B(u_2,\phi)=\langle\phi\rangle_2 .
\label{weak}
\end{equation}

The potentials are not negative. To see this, put $\phi=u_1^-=\min(u_1,0)$ in \eqref{weak}. The right side is then at most zero, while the left side equals $B(u_1^-,u_1^-)\ge0$. Both must vanish, so $u_1^-=0$. The strong maximum principle then makes $u_1$ strictly positive inside the sheet, and the same holds for $u_2$.

Now differentiate the first relation in \eqref{weak} with respect to $r$ at fixed $\phi$, and set $\phi=u_2$:
\[
B(\partial_ru_1,u_2)=\frac1{r^2}\int_Cu_1u_2\,dA .
\]
By the second relation, the left side is $\langle\partial_ru_1\rangle_2=dR_K/dr$. With the interface current densities $q_i=u_i/r$,
\begin{equation}
\frac{dR_K}{dr}=\int_Cq_1q_2\,dA>0 .
\label{slope}
\end{equation}
So $R_K$ increases with $r$ and lies above its limit at $r\to0$.

\subsection{The perfect interface}

The same differentiation with $\phi=u_1$ gives $d\langle u_1\rangle_1/dr=\int_Cq_1^2\,dA>0$, so $\langle u_1\rangle_1=B(u_1,u_1)$ stays bounded as $r$ falls. Since $B(u_1,u_1)$ contains $\frac1r\int_Cu_1^2\,dA$, the integral of $u_1^2$ over the contact must tend to zero. The gradient energy is bounded too, so $u_1$ tends to the unique solution that vanishes on the contact and is harmonic outside it.

For $d>0$ the sheet outside the contact is connected, because the gap joins the two arms. The limiting potential is non-negative and is not zero throughout, since current enters. By the maximum principle it is positive everywhere inside this connected region, including the voltage arm. Hence $R_0>0$, which completes the proof of \eqref{floor}.

If $d=0$, the contact separates the two arms. As $r\to0$ the voltage arm then touches a zero potential and receives no current, so $R_0=0$. At finite $r$ a small contribution can remain: a full-width contact with the example's $W$, $R_s$ and $r$ has $R_{\rm flow}\approx0.14\ \Omega$, rising to about $1.7\ \Omega$ at $r=10^{-5}\ \Omega\,\mathrm{cm}^2$.

\section{Size of the floor for a small gap}

For $d\ll W$ the tap signal comes from the corner shared by the two arms. Put the origin at the nearby contact corner, with $X$ to the right and $Y$ upward. Locally the contact fills $X>0$, $Y<0$, and the region without sheet is $X<-d$, $Y>d$. Let $z=X+iY$, and map the first quadrant of a complex variable $s$ onto the sheet by
\[
\frac{dz}{ds}=a\,\frac{\sqrt{s^4-1}}{s^2},\qquad a>0 .
\]
The positive real axis becomes the contact edge and the positive imaginary axis the insulating edge. Near $s=1$ and $s=i$ the square root makes $z$ vary as the power $3/2$ of the distance in $s$, which turns a straight boundary into the required corner of angle $3\pi/2$.

The corner separation fixes $a$. On $s=e^{i\theta}$ we have $s^4-1=2i\,e^{2i\theta}\sin2\theta$, so
\[
dz=a\,e^{3\pi i/4}\sqrt{2\sin2\theta}\,d\theta .
\]
The path from $\theta=0$ to $\pi/2$ is straight and joins $0$ to $-d+id$. Its length is
\[
\sqrt2\,d=\sqrt2\,a\int_0^{\pi/2}\!\sqrt{\sin2\theta}\,d\theta
=\sqrt2\,aK ,
\]
where the substitution $\varphi=2\theta$ and the symmetry of the sine about $\pi/2$ give $K$. Thus $a=d/K$.

The potential $u=\kappa\,\mathrm{Im}(-1/s)$ vanishes for real $s$. For imaginary $s$ the real part of $-1/s$ is constant, so no current crosses the insulating edge. Its two far limits are as follows.
\begin{itemize}
\item As $s\to0$, $z\simeq-ia/s$, so $u\simeq-\kappa X/a$. This is the incoming flow. At distances large compared with $d$ but small compared with $W$, its slope is that of the uniform flow in the arm, $g=R_sI/W$, because the contact edge spans almost the whole width of the arm. Hence $\kappa=ga$.
\item As $s\to\infty$, $z\simeq as$, so $u\simeq mY/(X^2+Y^2)$ with $m=\kappa a=ga^2=gd^2/K^2$. This is a dipole field in the tap.
\end{itemize}

In the voltage arm the side walls are insulated and the total current is zero, so the mean of $u$ across the arm does not change along it. Evaluate this mean at a height $Y$ with $d\ll Y\ll W$:
\[
V=\frac1W\int_0^\infty\frac{mY}{X^2+Y^2}\,dX=\frac{\pi m}{2W}
=\frac{\pi}{2K^2}\,R_sI\,\frac{d^2}{W^2}.
\]
Extending the upper limit from $W$ to infinity changes the integral by a fraction of order $Y/W$. Division by $I$ gives \eqref{small}.

In the full geometry, the computed ratio $R_0W^2/(R_sd^2)$ is 1.105 at $d/W=1/10$ and 1.094 at $1/80$. In the example $d/W=1/6$, and the formula gives $1.094\times150/36=4.56\ \Omega$, which is 3\% below the computed $4.69\ \Omega$.

The origin of the floor can be tested by removing the square of sheet at this corner and separating the arms where they would still touch. Current can then reach the tap only by the long way round the contact. The floor drops from $4.69\ \Omega$ to about $2.5\times10^{-6}\ \Omega$.

\section{Why subtracting the floor is not enough}

Subtracting $R_0$ from the measured value in the example gives $(14.05-4.69)A=3.74\times10^{-9}\ \Omega\,\mathrm{cm}^2$, still 1.87 times the true $r$. The reason is that $R_{\rm flow}$ itself depends on $r$. Since $\int_Cq_i\,dA=1$, equation \eqref{slope} gives
\[
\frac{dR_{\rm flow}}{dr}=\int_Cq_1q_2\,dA-\frac1A
=\int_C\Bigl(q_1-\frac1A\Bigr)\Bigl(q_2-\frac1A\Bigr)dA .
\]
The contribution grows when the two current patterns tend to crowd into the same parts of the contact. In the example the overlap integral is $3.09\times10^{9}\ \mathrm{cm}^{-2}$ and $1/A$ is $2.50\times10^{9}\ \mathrm{cm}^{-2}$, so $R_{\rm flow}$ is rising.

For small $r$ the rise of the total $R_K$ above $R_0$ can be estimated. Under a straight contact edge $u$ decays as $e^{-\xi/L_T}$, where $\xi$ is the depth under the contact and $L_T=\sqrt{r/R_s}$ is the transfer length. Seen from the gap, the potential extrapolates linearly to zero a distance $L_T$ inside the contact, as if the gap were $d+L_T$. At $r=10^{-10}\ \Omega\,\mathrm{cm}^2$, $L_T=8.2$ nm, and \eqref{small} with this wider gap gives $1.094\times150\times(58.2/300)^2=6.2\ \Omega$, against the computed $6.33\ \Omega$. The estimate ignores the contact corner and needs $L_T\ll d$.

Because $R_K$ increases strictly with $r$, a measured $R_K$ corresponds to at most one $r$ within this model. It can be found by solving \eqref{sheet} with the known $W$, $d$ and $R_s$.

\section{A layout with the opposite sign}

The sign of the sheet contribution depends on where the tap is. Let a contact of length $W$ fill the full width of a straight strip, with the voltage arm opposite the current arm. Then $u''=u/L_T^2$, with $u'(0)=-R_sI/W$ and $u'(W)=0$. The second condition selects $u=D\cosh[(W-x)/L_T]$, and the first gives $D=R_sIL_T/[W\sinh(W/L_T)]$. The tap reads $u(W)=D$. Since $R_sL_T=r/L_T$ and $A=W^2$,
\[
R_K=\frac{R_sL_T}{W\sinh(W/L_T)}
=\frac rA\,\frac{W/L_T}{\sinh(W/L_T)}<\frac rA .
\]
For $W=300$ nm, $R_s=150\ \Omega$ per square and $r=1.50\times10^{-8}\ \Omega\,\mathrm{cm}^2$, $W/L_T=3$ and $r/A=16.67\ \Omega$, but $R_K=4.99\ \Omega$. Here the tap sees the end of the contact where the potential is lowest, and $R_KA$ understates $r$.

\section{Comparison with a real contact}

The example's parameters are rough values for a good silicide contact to heavily doped n-type silicon; $r$ is towards the low end for such contacts. Of the idealisations whose effect is estimated here, perfect alignment matters most for the assumed 10 nm displacement and 20 nm layer depth. A contact displaced by 10 nm in both directions, away from both arms, raises $R_K$ from 14.05 to $17.22\ \Omega$; the same displacement toward both arms lowers it to $11.21\ \Omega$. Divided by the slope $3.09\times10^9\ \mathrm{cm}^{-2}$, either change shifts the inferred $r$ by about $1\times10^{-9}\ \Omega\,\mathrm{cm}^2$, half its true value. Finite layer depth $t$ acts, for a thin layer, roughly as an added contact resistivity $R_st^2/3$. For $t=20$ nm this is $2\times10^{-10}\ \Omega\,\mathrm{cm}^2$ and raises $R_K$ by $0.61\ \Omega$ in the sheet model; resolving the three-dimensional flow at the contact edge lowers this to about $0.55\ \Omega$. This added resistivity exceeds the smallest $r$ in the table, so that row and the floor $R_0$ are results of the thin-sheet model, not quantitative predictions for a layer 20 nm deep, whose floor is roughly 40\% higher. That row also lies below the ballistic limit for silicon at $2\times10^{20}\ \mathrm{cm}^{-3}$, about $3\times10^{-10}\ \Omega\,\mathrm{cm}^2$ in a six-valley estimate. A metal of $0.5\ \Omega$ per square, shaped like the diffused layer turned through $180^\circ$, adds about $0.04\ \Omega$ when its current leaves opposite the current arm and about $0.10\ \Omega$ when it leaves opposite the voltage arm. At $10\ \mu$A and 300 K the largest interface voltage is 0.25 mV, far below the thermal voltage of 25.9 mV, which supports a linear interface, and the estimated heating is about $10^{-3}$ K. The estimated mean free path is 6.6 nm for an assumed mobility of 100 cm$^2$/Vs at $2\times10^{20}\ \mathrm{cm}^{-3}$. Typical mobilities at that doping are nearer 50--60 cm$^2$/Vs, which gives 3--4 nm; either value is well below the gap, as a local sheet resistance requires. With the lower mobility, $150\ \Omega$ per square at that doping needs a layer 35--40 nm deep, and $R_st^2/3$ rises to $6$--$8\times10^{-10}\ \Omega\,\mathrm{cm}^2$, approaching the effect of misalignment. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
tap width W = 300 nm, gap d = 50 nm
contact side = 200 nm, area A = 4.00e-10 cm2
sheet resistance Rs = 150 ohm per square
true contact resistivity r = 2.00e-09 ohm cm2
transfer length sqrt(r/Rs) = 36.5 nm
r/A = 5.00 ohm
Kelvin resistance R_K = 14.05 ohm
sheet contribution R_flow = 9.05 ohm
R_flow in atomic units = 2.20e-03 hbar/e^2
apparent resistivity R_K A = 5.62e-09 ohm cm2
apparent / true = 2.81
floor R_0 (r -> 0) = 4.69 ohm
floor times area R_0 A = 1.88e-09 ohm cm2
(R_K - R_0) A = 3.74e-09 ohm cm2
corner integral K = 1.19814
coefficient c from the map = 1.0942
R_0 W^2/(Rs d^2) at d/W = 1/10: 1.105
R_0 W^2/(Rs d^2) at d/W = 1/40: 1.095
R_0 W^2/(Rs d^2) at d/W = 1/80: 1.094
extrapolated to d/W = 0: 1.094
small-gap formula, example = 4.56 ohm
floor with corner path cut = 2.4e-06 ohm
r = 1e-10 ohm cm2: r/A = 0.250, R_K = 6.327, R_flow = 6.077 ohm
r = 1e-09 ohm cm2: r/A = 2.500, R_K = 10.719, R_flow = 8.219 ohm
r = 1e-08 ohm cm2: r/A = 25.000, R_K = 35.601, R_flow = 10.601 ohm
r = 1e-07 ohm cm2: r/A = 250.000, R_K = 261.364, R_flow = 11.364 ohm
full-width contact, same r: R_flow = 0.139 ohm
straight strip: r = 1.50e-08 ohm cm2
  r/A = 16.67 ohm
  R_K solver = 4.99, formula = 4.99 ohm
dR_K/dr: overlap = 3.090e+09 cm^-2
dR_K/dr: difference = 3.090e+09 cm^-2
1/A = 2.500e+09 cm^-2
layer depth = 20 nm: R_K shift = +0.61 ohm
metal sheet = 0.5 ohm per square: R_K shift about 0.038 ohm
contact 10 nm off in x and y, away from both arms: R_K = 17.22 ohm
same shift toward both arms: R_K = 11.21 ohm
test current = 10 uA at 300 K
largest interface voltage = 0.252 mV
thermal voltage = 25.9 mV
thermal conductivity = 50 W/(m K), heating = 1.2e-03 K
mobility = 100 cm2/Vs, density = 2.08e+20 cm-3
mass = 0.3 m_e, permittivity = 11.7, valleys = 6
Fermi energy = 0.129 eV
tunnelling energy E00 = 0.143 eV
mean free path = 6.6 nm
\end{verbatim}
